# Isotropic polarizability does not imply isotropic field response: the tetrahedral molecule: a program that tests the result

```python
"""
Result under test: a tetrahedral molecule has an isotropic polarizability alpha,
yet its quadratic induced dipole is beta*(Ey*Ez, Ez*Ex, Ex*Ey): it is
beta*E^2/sqrt(3) for a field along a bond [111] and zero along a cubic axis.
Model: one electron (charge -e) in V = k r^2/2 - g x y z + g^2 r^4/(27 k),
for which alpha = e^2/k and beta = -e^3 g/k^3 to lowest order in g.
Units: eV, nm, V/nm, dipole in e nm (1 V/nm = 10 MV/cm).
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.spatial.transform import Rotation

K = 600.0                       # stiffness, eV/nm^2
G = 500.0                       # tetrahedral anharmonicity, eV/nm^3
HB2M = sc.hbar**2 / sc.m_e / sc.e * 1e18     # hbar^2/m, eV nm^2
L2 = np.sqrt(HB2M / K)          # squared oscillator length, nm^2
QUANTUM = K * L2                # oscillator quantum, eV


def build_operators(nmax):
    """Matrices in the 3D oscillator basis with at most nmax quanta."""
    size = nmax + 6             # padding makes powers up to 4 exact
    x = np.diag(np.sqrt(np.arange(1, size) * L2 / 2), 1)
    x = x + x.T
    power = [np.linalg.matrix_power(x, p) for p in range(5)]
    n = np.array([s for s in itertools.product(range(nmax + 1), repeat=3)
                  if sum(s) <= nmax])

    def op(*p):
        out = 1.0
        for axis in range(3):
            out = out * power[p[axis]][n[:, axis][:, None], n[:, axis]]
        return out

    r4 = op(4, 0, 0) + op(0, 4, 0) + op(0, 0, 4)
    r4 = r4 + 2 * (op(2, 2, 0) + op(2, 0, 2) + op(0, 2, 2))
    return dict(h0=np.diag(QUANTUM * (n.sum(axis=1) + 1.5)),
                r=[op(1, 0, 0), op(0, 1, 0), op(0, 0, 1)],
                xyz=op(1, 1, 1), r4=r4, z2=op(0, 0, 2))


OPS = build_operators(11)


def ground(field, g=G, quartic=None, strain=0.0, ops=OPS):
    """Dipole vector (e nm) and energy (eV) of the ground state in a field."""
    if quartic is None:
        quartic = g**2 / (27 * K)
    h = ops["h0"] - g * ops["xyz"] + quartic * ops["r4"]
    h = h + 0.5 * K * strain * ops["z2"]
    for component, r in zip(field, ops["r"]):
        h = h + component * r
    w, v = eigh(h, subset_by_index=[0, 0])
    v = v[:, 0]
    return -np.array([v @ r @ v for r in ops["r"]]), w[0]


def parts(field, **options):
    """Parts of the dipole that are odd and even under field reversal."""
    plus = ground(field, **options)[0]
    minus = ground(-field, **options)[0]
    return (plus - minus) / 2, (plus + minus) / 2


def quadratic(beta, f):
    return beta * np.array([f[1] * f[2], f[2] * f[0], f[0] * f[1]])


BOND = np.ones(3) / np.sqrt(3)
CUBIC = np.array([0.0, 0.0, 1.0])
FACE = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
FACE2 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
rng = np.random.default_rng(1)

# Symmetry: average arbitrary tensors over the 24 tetrahedral operations.
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(perm)])
group = np.array(group)
t2 = rng.normal(size=(3, 3))
t2 = t2 + t2.T
t3 = rng.normal(size=(3, 3, 3))
t3 = sum(t3.transpose(p) for p in itertools.permutations(range(3)))
a2 = np.mean([m @ t2 @ m.T for m in group], axis=0)
a3 = np.mean([np.einsum("ia,jb,kc,abc->ijk", m, m, m, t3, optimize=True)
              for m in group], axis=0)
only_xyz = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    only_xyz[p] = a3[0, 1, 2]
assert len(group) == 24
assert np.allclose(a2, np.trace(t2) / 3 * np.eye(3), atol=1e-12)
assert np.allclose(a3, only_xyz, atol=1e-12) and abs(a3[0, 1, 2]) > 1e-3

# The well rises along every ray from the centre: a single minimum.
rays = rng.normal(size=(300, 3))
rays = np.vstack([rays / np.linalg.norm(rays, axis=1)[:, None], BOND])
radius = np.linspace(0, 4, 2001)
well = (K * radius**2 / 2 - G * np.prod(rays, axis=1)[:, None] * radius**3
        + G**2 / (27 * K) * radius**4)
assert np.all(np.diff(well, axis=1) > 0)

# Local field of the example.
applied = 3.0                   # MV/cm, rough
kappa = 3.0                     # relative permittivity, rough
local = applied * (kappa + 2) / 3
E = local / 10                  # V/nm

alpha = 1 / K
beta = -G / K**3
odd_b, even_b = parts(E * BOND)
odd_c, even_c = parts(E * CUBIC)
odd_f, even_f = parts(E * FACE)
alpha_num = odd_c[2] / E
beta_num = even_f[2] / (E**2 / 2)

# Isotropic linear response (the cubic order leaves a tiny difference).
for direction, odd in ((BOND, odd_b), (CUBIC, odd_c), (FACE, odd_f)):
    assert np.allclose(odd, alpha_num * E * direction, atol=1e-5 * alpha * E)
assert abs(alpha_num / alpha - 1) < 0.01

# Quadratic response: beta from [110] must predict all other directions.
generic = np.array([0.3, -0.5, 0.8])
generic = generic / np.linalg.norm(generic)
even_g = parts(E * generic)[1]
scale = abs(beta) * E**2
assert np.allclose(even_g, quadratic(beta_num, E * generic), atol=1e-4 * scale)
assert np.allclose(even_b, beta_num * E**2 / np.sqrt(3) * BOND,
                   atol=1e-4 * scale)
assert np.max(np.abs(even_c)) < 1e-4 * scale
assert np.max(np.abs(even_f[:2])) < 1e-4 * scale

# Every even order vanishes on the cubic axis: strong-field check.
strong_c = parts(10 * CUBIC)[1]
strong_b = parts(10 * BOND)[1]
assert np.max(np.abs(strong_c)) < 1e-6 * np.linalg.norm(strong_b)

# Odd part of the energy along the bond.
F = 5.0
energy_odd = (ground(F * BOND)[1] - ground(-F * BOND)[1]) / 2
assert abs(energy_odd / (-beta_num * F**3 / (3 * np.sqrt(3))) - 1) < 2e-3

# Lowest-order beta: the error must fall as g^2.
errors = []
for g in (G, G / 2):
    b = parts(2 * BOND, g=g)[1] @ BOND * np.sqrt(3) / 4
    errors.append(b / (-g / K**3) - 1)
assert abs(errors[0]) < 0.02
assert 3.5 < errors[0] / errors[1] < 4.5

# Same well without the tetrahedral term: similar alpha, no even response.
odd_s, even_s = parts(E * BOND, g=0.0, quartic=G**2 / (27 * K))
alpha_sym = odd_s @ BOND / E
assert abs(alpha_sym / alpha_num - 1) < 0.01
assert np.max(np.abs(even_s)) < 1e-4 * scale

# Average over all orientations by exact low-order quadrature.
angles = 2 * np.pi * np.arange(8) / 8
nodes, weights = np.polynomial.legendre.leggauss(4)
mean = np.zeros(3)
mean_square = 0.0
for a in angles:
    for c in angles:
        for u, w in zip(nodes, weights):
            rot = Rotation.from_euler("ZYZ", [a, np.arccos(u), c]).as_matrix()
            dip = rot @ quadratic(beta_num, rot.T @ (E * CUBIC))
            mean += w / 128 * dip
            mean_square += w / 128 * dip[2]**2
rms = np.sqrt(mean_square)
assert np.max(np.abs(mean)) < 1e-10 * scale
assert abs(rms / (np.sqrt(3 / 35) * abs(beta_num) * E**2) - 1) < 1e-10

# Basis convergence.
BIG = build_operators(14)
odd_big, even_big = parts(E * BOND, ops=BIG)
shift_a = abs(odd_big @ BOND / (odd_b @ BOND) - 1)
shift_b = abs(even_big @ BOND / (even_b @ BOND) - 1)
assert shift_a < 1e-4 and shift_b < 1e-3

# A static internal field along z splits alpha by 2*beta*F0.
F0 = 1.0                        # V/nm, rough
slopes = []
for d in (FACE, FACE2):
    up = ground(F0 * CUBIC + E * d)[0]
    down = ground(F0 * CUBIC - E * d)[0]
    slopes.append((up - down) @ d / (2 * E))
splitting = slopes[0] - slopes[1]
assert abs(splitting / (2 * beta_num * F0) - 1) < 1e-3

# Through gamma it also gives an even response along z: gamma*F0*E^2/2.
def mu_z(f):
    return ground(f * CUBIC)[0][2]


gamma_model = (mu_z(20.0) - 2 * mu_z(10.0)) / 10.0**3
even_mixed = (mu_z(14.0) + mu_z(-2.0)) / 2 - mu_z(6.0)
assert abs(even_mixed / (gamma_model * 6 * 8**2 / 2) - 1) < 0.05
gamma_rough = 1e-6              # e nm^4/V^3, rough size for a small molecule
cubic_rough = gamma_rough * E**3 / 6
internal_rough = gamma_rough * F0 * E**2 / 2

# One unlike bond, from an explicit sum of axial bond responses.
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
bonds = bonds / np.sqrt(3)
unlike = 0.5                    # fractional change of one bond, rough


def bond_sum(direction, strengths):
    return 0.5 * (strengths * (bonds @ direction)**2) @ bonds


equal = np.ones(4)
changed = np.array([1 + unlike, 1, 1, 1])
reference = np.linalg.norm(bond_sum(BOND, equal))
unlike_ratio = np.linalg.norm(bond_sum(CUBIC, changed)) / reference
assert np.linalg.norm(bond_sum(CUBIC, equal)) < 1e-12
assert abs(unlike_ratio - 3 * unlike / 8) < 1e-12

# Strain, temperature, tunnelling, breakdown.
strain = 0.01                   # fractional stiffening along z, rough
odd_strain, even_strain = parts(E * CUBIC, strain=strain)
strain_change = odd_strain[2] / odd_c[2] - 1
assert np.max(np.abs(even_strain)) < 1e-4 * scale
temperature = 378.0             # K, rough temperature of use
kT = sc.k * temperature / sc.e
align = abs(beta_num) * E**3 / (3 * np.sqrt(3)) / kT
barrier = 4.0                   # eV, rough
width = barrier / E
wkb = 2 * quad(lambda s: np.sqrt(2 * max(barrier - E * s, 0) / HB2M),
               0, width)[0]
wkb_formula = 4 * np.sqrt(2 / HB2M) * barrier**1.5 / (3 * E)
assert abs(wkb / wkb_formula - 1) < 1e-6
breakdown = 6.0                 # MV/cm, rough

volume = alpha_num * sc.e / (4 * np.pi * sc.epsilon_0) * 1e9 * 1e3
a0 = sc.physical_constants["Bohr radius"][0] * 1e9
hartree = sc.physical_constants["Hartree energy in eV"][0]
beta_au = beta_num / (a0**3 / hartree**2)
quad_bond = even_b @ BOND
lin_bond = odd_b @ BOND

print(f"stiffness k: {K:.0f} eV/nm^2")
print(f"anharmonicity g: {G:.0f} eV/nm^3")
print(f"quartic coefficient g^2/(27k): {G**2 / (27 * K):.2f} eV/nm^4")
print(f"oscillator quantum: {QUANTUM:.3f} eV")
print(f"applied field (rough): {applied:.1f} MV/cm")
print(f"relative permittivity (rough): {kappa:.1f}")
print(f"local field: {local:.1f} MV/cm = {E:.2f} V/nm")
print(f"alpha, formula: {alpha:.5e} e nm^2/V")
print(f"alpha, diagonalization: {alpha_num:.5e} e nm^2/V")
print(f"alpha as a volume: {volume:.3f} angstrom^3")
print(f"alpha without xyz term: {alpha_sym:.5e} e nm^2/V")
print(f"beta, formula: {beta:.4e} e nm^3/V^2")
print(f"beta, diagonalization: {beta_num:.4e} e nm^3/V^2")
print(f"beta in atomic units: {beta_au:.2f} a.u.")
print(f"beta formula error at g: {-100 * errors[0]:.3f} % too large")
print(f"beta formula error at g/2: {-100 * errors[1]:.3f} % too large")
print(f"linear dipole, bond field: {lin_bond:.5e} e nm")
print(f"linear dipole, cubic-axis field: {odd_c[2]:.5e} e nm")
print(f"quadratic dipole, bond field: {quad_bond:.4e} e nm")
print(f"quadratic/linear, bond field: {quad_bond / lin_bond:.3e}")
print(f"dipole size, field +[111]: {lin_bond + quad_bond:.6e} e nm")
print(f"dipole size, field -[111]: {lin_bond - quad_bond:.6e} e nm")
print(f"even dipole, cubic axis (noise): {np.max(np.abs(even_c)):.0e} e nm")
print(f"quadratic z dipole, [110] field: {even_f[2]:.4e} e nm")
print(f"even dipole, bond, 100 MV/cm: {strong_b @ BOND:.3e} e nm")
print(f"same, cubic axis (noise): {np.max(np.abs(strong_c)):.0e} e nm")
print(f"rms quadratic dipole along random field: {rms:.3e} e nm")
print(f"basis shift of linear dipole: {shift_a:.0e} (relative)")
print(f"basis shift of quadratic dipole: {shift_b:.0e} (relative)")
print(f"gamma of the model: {gamma_model:.2e} e nm^4/V^3")
print(f"gamma of a small molecule (rough): {gamma_rough:.0e} e nm^4/V^3")
print(f"cubic dipole from rough gamma: {cubic_rough:.1e} e nm")
print(f"static internal field (rough): {F0:.1f} V/nm")
print(f"its even dipole on cubic axis: {internal_rough:.1e} e nm")
print(f"its splitting of alpha: {100 * abs(splitting) / alpha_num:.2f} %")
print(f"change of one bond (rough): {100 * unlike:.0f} %")
print(f"cubic-axis/bond quadratic dipole then: {unlike_ratio:.3f}")
print(f"axial stiffening (rough): {100 * strain:.0f} %")
print(f"linear dipole change then: {100 * strain_change:.2f} %")
print(f"temperature of use (rough): {temperature:.0f} K")
print(f"thermal energy: {kT:.4f} eV")
print(f"alignment energy/thermal energy: {align:.1e}")
print(f"escape barrier (rough): {barrier:.1f} eV")
print(f"tunnelling exponent: {wkb:.0f}")
print(f"breakdown field (rough): {breakdown:.0f} MV/cm")
print(f"applied/breakdown field: {applied / breakdown:.2f}")
print("all good")
```

Running it gives:

```
stiffness k: 600 eV/nm^2
anharmonicity g: 500 eV/nm^3
quartic coefficient g^2/(27k): 15.43 eV/nm^4
oscillator quantum: 6.762 eV
applied field (rough): 3.0 MV/cm
relative permittivity (rough): 3.0
local field: 5.0 MV/cm = 0.50 V/nm
alpha, formula: 1.66667e-03 e nm^2/V
alpha, diagonalization: 1.66509e-03 e nm^2/V
alpha as a volume: 2.398 angstrom^3
alpha without xyz term: 1.66186e-03 e nm^2/V
beta, formula: -2.3148e-06 e nm^3/V^2
beta, diagonalization: -2.3076e-06 e nm^3/V^2
beta in atomic units: -11.53 a.u.
beta formula error at g: 0.310 % too large
beta formula error at g/2: 0.077 % too large
linear dipole, bond field: 8.32547e-04 e nm
linear dipole, cubic-axis field: 8.32546e-04 e nm
quadratic dipole, bond field: -3.3308e-07 e nm
quadratic/linear, bond field: -4.001e-04
dipole size, field +[111]: 8.322136e-04 e nm
dipole size, field -[111]: 8.328798e-04 e nm
even dipole, cubic axis (noise): 5e-20 e nm
quadratic z dipole, [110] field: -2.8845e-07 e nm
even dipole, bond, 100 MV/cm: -1.333e-04 e nm
same, cubic axis (noise): 3e-18 e nm
rms quadratic dipole along random field: 1.689e-07 e nm
basis shift of linear dipole: 1e-12 (relative)
basis shift of quadratic dipole: 1e-10 (relative)
gamma of the model: -2.83e-09 e nm^4/V^3
gamma of a small molecule (rough): 1e-06 e nm^4/V^3
cubic dipole from rough gamma: 2.1e-08 e nm
static internal field (rough): 1.0 V/nm
its even dipole on cubic axis: 1.2e-07 e nm
its splitting of alpha: 0.28 %
change of one bond (rough): 50 %
cubic-axis/bond quadratic dipole then: 0.187
axial stiffening (rough): 1 %
linear dipole change then: -0.99 %
temperature of use (rough): 378 K
thermal energy: 0.0326 eV
alignment energy/thermal energy: 1.7e-06
escape barrier (rough): 4.0 eV
tunnelling exponent: 109
breakdown field (rough): 6 MV/cm
applied/breakdown field: 0.50
all good
```
